\section*{Frumkin's Correction to Electrode Kinetics: Local Concentration and Local Driving Potential}

\section{The concentration at the reaction site}

\textbf{Q.} I measure the rate of a slow one-electron reduction in well-stirred solution, so transport keeps up and the reactant is hardly depleted. The Butler--Volmer law then needs the bulk concentration and the electrode potential. What is left to correct?

\textbf{A.} Both inputs refer to the wrong place. Write the elementary step as
\begin{equation}
\mathrm{O}^{z}+\mathrm{e}^-\rightleftharpoons \mathrm{R}^{z-1},
\end{equation}
where $z$ is the signed charge of O. Suppose that the ions react at the outer Helmholtz plane (OHP), the plane of closest approach for ions that keep their solvent shell. Let $\phi_2$ be the electric potential there, with the bulk solution at zero. If $\phi_2\neq0$, an ion at the OHP has a different electrical energy from one in the bulk, and stirring does not remove that difference.

For an ideal dilute species the electrochemical potential is $\mu^\circ+RT\ln c+zF\phi$. If O at the OHP is in equilibrium with O in the bulk,
\begin{equation}
\mu_{\rm O}^\circ+RT\ln c_{\rm O,2}+zF\phi_2=\mu_{\rm O}^\circ+RT\ln c_{\rm O}.
\end{equation}
With $f=F/RT$, and the same argument for R with charge $z-1$,
\begin{equation}
c_{\rm O,2}=c_{\rm O}e^{-zf\phi_2},\qquad
c_{\rm R,2}=c_{\rm R}e^{-(z-1)f\phi_2}.
\label{conc}
\end{equation}
An anion ($z<0$) at negative $\phi_2$ has $-zf\phi_2<0$ and is depleted, as repulsion requires.

\textbf{Q.} A reacting system carries a flux. You cannot have a flux and equilibrium at once.

\textbf{A.} Equation \eqref{conc} is an approximation for a flux small enough to leave the distribution across the double layer nearly undisturbed. I shall use it now and derive its limit from the transport equation below.

\section{The potential that drives the electron}

\textbf{Q.} Then replace $c_{\rm O}$ by $c_{\rm O,2}$ and stop. The potentiostat still applies $E$.

\textbf{A.} It applies $E$ between the metal and a reference electrode, so $E=\phi_M+\text{constant}$ when the bulk solution is at zero. The electron travels from the metal to an ion at the OHP, and the relevant difference is $\phi_M-\phi_2$. The reaction free energy at equal local concentrations of O and R shows this:
\begin{align}
\Delta G_2&=\mu_{\rm R}^\circ+(z-1)F\phi_2-\mu_{\rm O}^\circ-zF\phi_2-(\mu_{\rm e}^\circ-F\phi_M)\nonumber\\
&=\text{constant}+F(\phi_M-\phi_2).
\end{align}
For $\phi_2=0$ it must vanish at the formal potential $E^{0\prime}$, which fixes the constant:
\begin{equation}
\Delta G_2=F(E-\phi_2-E^{0\prime}).
\end{equation}
Let a fraction $\alpha$ of this free energy appear in the cathodic barrier, with $\alpha$ constant. The cathodic barrier rises by $\alpha\Delta G_2$, and the anodic one, which is lower by $\Delta G_2$, changes by $-(1-\alpha)\Delta G_2$. The local rate constants are therefore
\begin{align}
k_{c,2}&=k^0e^{-\alpha f(E-\phi_2-E^{0\prime})},\label{localc}\\
k_{a,2}&=k^0e^{(1-\alpha)f(E-\phi_2-E^{0\prime})}.
\end{align}
Here $k^0$ is the common value when the local driving force is zero.

\textbf{Q.} Now combine them, and show me the signs.

\textbf{A.} The cathodic rate is $k_{c,2}c_{\rm O,2}$. Dividing by the bulk concentration gives the constant an experimenter would report:
\begin{align}
k_f&=k^0e^{-\alpha f(E-E^{0\prime})}\,e^{+\alpha f\phi_2}\,e^{-zf\phi_2}\nonumber\\
&=k^0e^{-\alpha f(E-E^{0\prime})}\,e^{(\alpha-z)f\phi_2}.
\label{frumkin}
\end{align}
The term $-z$ comes from the concentration and $+\alpha$ from the shift of the driving potential by $-\phi_2$. For the anodic direction,
\begin{align}
k_b&=k^0e^{(1-\alpha)f(E-E^{0\prime})}e^{-(1-\alpha)f\phi_2}e^{-(z-1)f\phi_2}\nonumber\\
&=k^0e^{(1-\alpha)f(E-E^{0\prime})}e^{(\alpha-z)f\phi_2},
\end{align}
because $-(1-\alpha)-(z-1)=\alpha-z$. Both directions carry the same factor, so the apparent standard rate constant is
\begin{equation}
k^0_{\rm app}=k^0e^{(\alpha-z)f\phi_2}.
\label{kapp}
\end{equation}
With cathodic current counted positive, $j=F(k_fc_{\rm O}-k_bc_{\rm R})$. Setting $j=0$ gives $c_{\rm R}/c_{\rm O}=k_f/k_b=e^{-f(E-E^{0\prime})}$, which is the Nernst equation without $\phi_2$. The double layer changes the speed of the reaction and leaves its equilibrium alone.

\textbf{Q.} The same $\phi_2$ enters twice. Have you counted one electrical energy two times?

\textbf{A.} Count it once, at the transition state, and compare. Let the reactant free energy rise along a coordinate $q$ as $U_r+s_rq$, and let the product line be $U_p+s_p(1-q)$. They cross at
\begin{equation}
q^*=\frac{U_p-U_r+s_p}{s_r+s_p}.
\end{equation}
The height there is $U_r+s_rq^*=(1-\alpha)U_r+\alpha U_p+\text{constant}$, with $\alpha=s_r/(s_r+s_p)$. The electrical parts, divided by $F$, are $z\phi_2-\phi_M$ for O plus an electron and $(z-1)\phi_2$ for R. Subtract the starting energy $-\phi_M$ of bulk O and a metal electron:
\begin{align}
\frac{\Delta G^\ddagger_{\rm el}}{F}&=(1-\alpha)(z\phi_2-\phi_M)+\alpha(z-1)\phi_2+\phi_M\nonumber\\
&=\alpha\phi_M+(z-\alpha)\phi_2.
\end{align}
The Boltzmann factor of this barrier contains $e^{-(z-\alpha)f\phi_2}$, as in \eqref{frumkin}. The two corrections are the work of bringing O to the OHP and the change in barrier once it is there. Numerically located crossings confirmed the barrier changes in both directions for four reactant charges.

\section{Finding the potential at the plane}

\textbf{Q.} I cannot connect a voltmeter to the OHP. Without $\phi_2$ the formula is empty.

\textbf{A.} It needs a model of the double layer. Take a 1:1 supporting electrolyte of bulk concentration $c_s$, no specific adsorption, and so little reactant that it does not affect the field. In mean field with point ions the charge density is
\begin{equation}
\rho=Fc_s(e^{-f\phi}-e^{f\phi})=-2Fc_s\sinh f\phi.
\end{equation}
Poisson's equation $\phi''=-\rho/\varepsilon$ becomes $\phi''=(\kappa^2/f)\sinh f\phi$, with $\kappa^2=2F^2c_s/(\varepsilon RT)$. Let $x$ run outward from the OHP. Multiply by $\phi'$ and integrate from the bulk, where $\phi=\phi'=0$:
\begin{equation}
\frac{(\phi')^2}{2}=\frac{\kappa^2}{f^2}(\cosh f\phi-1)
=\frac{2\kappa^2}{f^2}\sinh^2\frac{f\phi}{2}.
\end{equation}
The potential decays outward, so $\phi'=-(2\kappa/f)\sinh(f\phi/2)$. Gauss's law gives the metal charge per area, $\sigma=-\varepsilon\phi'(0)$.

Between metal and OHP assume a constant capacitance $C_H$. With $V=E-E_{\rm pzc}$ measured from the potential of zero charge, $\sigma=C_H(V-\phi_2)$. Hence
\begin{equation}
C_H(V-\phi_2)=\frac{2C_{D0}}{f}\sinh\frac{f\phi_2}{2},\qquad C_{D0}=\varepsilon\kappa.
\label{balance}
\end{equation}
This equation determines $\phi_2$ at each electrode potential.

\textbf{Q.} Give me a case with numbers, one in which the correction matters.

\textbf{A.} Take round parameters: a dianion, $z=-2$, with $\alpha=0.5$ and $k^0=1.0\times10^{-3}$ cm/s, in 10 mM electrolyte of relative permittivity 78.5 at 298.15 K. Let $C_H=20\ \mu\mathrm{F/cm^2}$ and $E^{0\prime}-E_{\rm pzc}=-0.10$ V. Then $f=38.92\ \mathrm{V^{-1}}$, the Debye length $1/\kappa$ is 3.04 nm, and $C_{D0}=22.85\ \mu\mathrm{F/cm^2}$.

At $E=E^{0\prime}$ the solution of \eqref{balance} is $\phi_2=-43.75$ mV, or $f\phi_2=-1.703$. The two sides of the balance, in $\mu\mathrm{C/cm^2}$, are
\begin{align}
20(-0.10+0.04375)&=-1.125,\\
\frac{2(22.85)}{38.92}\sinh(-0.8515)&=-1.125.
\end{align}
The two kinetic factors are
\begin{align}
e^{-zf\phi_2}&=e^{2(-1.703)}=0.0332,\\
e^{\alpha f\phi_2}&=e^{0.5(-1.703)}=0.427.
\end{align}
Their product is 0.0142, so $k^0_{\rm app}=1.42\times10^{-5}$ cm/s, about 70 times below $k^0$. Most of the reduction comes from depletion of the dianion.

\textbf{Q.} Would a cation be slowed too, since the driving potential is reduced for it as well?

\textbf{A.} At this same $\phi_2$ the driving factor is still 0.427, but a reactant with $z=+1$ is enriched by 5.49. The product is 2.34, an acceleration. A neutral reactant has no enrichment and is slowed by 0.427. By \eqref{kapp}, negative $\phi_2$ slows the reaction when $z<\alpha$ and speeds it when $z>\alpha$. For integer charges and $0<\alpha<1$ the change lies between $z=0$ and $z=+1$.

\section{The apparent transfer coefficient}

\textbf{Q.} A constant factor would merely shift my Tafel plot. I could still read $\alpha$ from its slope.

\textbf{A.} The factor is not constant, because $\phi_2$ follows $E$. Differentiate \eqref{balance} at fixed electrolyte concentration and put $g=d\phi_2/dE$:
\begin{equation}
C_H(1-g)=C_Dg,\qquad C_D=C_{D0}\cosh\frac{f\phi_2}{2}.
\end{equation}
Thus $g=C_H/(C_H+C_D)$, the capacitive voltage divider. The slope of the logarithm of \eqref{frumkin} defines an apparent coefficient:
\begin{align}
\alpha_{\rm app}&=-\frac1f\frac{d\ln k_f}{dE}
=\alpha-(\alpha-z)g\nonumber\\
&=\alpha+(z-\alpha)g.
\label{aapp}
\end{align}
At $E=E^{0\prime}$ in the example $g=0.387$, so $\alpha_{\rm app}=0.5-2.5(0.387)=-0.468$.

\textbf{Q.} Negative? You make the electrode more reducing and the reduction becomes slower?

\textbf{A.} Yes, in this range. A more negative metal lowers the barrier, but it also makes $\phi_2$ more negative and expels the dianion. Near zero charge the second effect wins. The calculated values are:
\begin{center}
\begin{tabular}{rrrr}
$V$ (V) & $\phi_2$ (mV) & $k_f$ (cm/s) & $\alpha_{\rm app}$\\
0.0 & 0.0 & $1.43\times10^{-4}$ & $-0.667$\\
$-0.1$ & $-43.8$ & $1.42\times10^{-5}$ & $-0.468$\\
$-0.2$ & $-76.5$ & $4.09\times10^{-6}$ & $-0.183$\\
$-0.3$ & $-99.7$ & $2.99\times10^{-6}$ & $0.006$\\
$-0.5$ & $-130.5$ & $7.36\times10^{-6}$ & $0.198$\\
$-0.8$ & $-158.6$ & $1.64\times10^{-4}$ & $0.315$
\end{tabular}
\end{center}
The rate passes a minimum because $C_D$ grows with $|\phi_2|$, so a smaller share of each further change in $E$ reaches the OHP.

\textbf{Q.} Can you locate that minimum without a table?

\textbf{A.} Set $\alpha_{\rm app}=0$. Then $g=\alpha/(\alpha-z)$, and
\begin{equation}
\frac{C_D}{C_H}=\frac1g-1=\frac{\alpha-z}{\alpha}-1=-\frac z\alpha.
\end{equation}
Inserting $C_D$ gives
\begin{equation}
\cosh\frac{f\phi_2}{2}=-\frac{zC_H}{\alpha C_{D0}}.
\label{extrema}
\end{equation}
Here the right side is $2(20)/[0.5(22.85)]=3.50$. The negative root is $\phi_2=-98.9$ mV, and \eqref{balance} puts it at $V=-0.296$ V, where $k_f=2.99\times10^{-6}$ cm/s. The positive root, at $V=+0.296$ V, is a maximum: $\alpha_{\rm app}$ is negative between the roots and positive outside them. A direct numerical search found both positions.

The maximum belongs to $k_f$, not to the net current. It lies 0.396 V positive of $E^{0\prime}$, where $k_b/k_f=e^{15.4}\approx5\times10^6$. With $k_f=6.8\times10^{-3}$ cm/s there, $k_b\approx3\times10^4$ cm/s. This is far above the mass-transfer coefficient of a stirred solution, of order $10^{-2}$ cm/s, so for these parameters nearly all R would be reoxidized before it could leave the electrode. Even the calculated $k_f$ assumes very dilute reactant. At the maximum $f\phi_2=3.85$, so the dianion is enriched by $e^{7.70}\approx2200$ and the monovalent counterion by $e^{3.85}\approx47$. For the reactant charge at the OHP to be negligible, $2c_{\rm O}(2200)\ll(10\ \mathrm{mM})(47)$, or $c_{\rm O}\ll0.1$ mM.

\textbf{Q.} Would more salt remove this behaviour?

\textbf{A.} Equation \eqref{extrema} has two distinct roots when its right side exceeds one, which requires an anion. Since $C_{D0}\propto\sqrt{c_s}$, the right side falls to one at
\begin{equation}
c_{\rm crit}=(10\ \mathrm{mM})(3.501)^2\approx123\ \mathrm{mM}.
\end{equation}
Above this concentration $k_f$ rises monotonically as $E$ is made more negative. Numerical scans over $|V|\le0.8$ V, 10\% below and 10\% above $c_{\rm crit}$, showed the change.

\section{Two limits and a corrected plot}

\textbf{Q.} Does the correction itself vanish above that concentration?

\textbf{A.} No, it fades gradually. For small $f\phi_2$, $\sinh(f\phi_2/2)\approx f\phi_2/2$, and \eqref{balance} gives
\begin{equation}
\phi_2\approx\frac{C_H}{C_H+C_{D0}}V.
\end{equation}
At fixed $V$ this tends to zero as $C_{D0}\to\infty$. The uncorrected law is the limit of concentrated electrolyte within this model, but the limit is approached slowly: at 1 M the full balance \eqref{balance} still gives the dianion a factor of 0.46 at $V=-0.1$ V, 0.10 at $-0.3$ V and 0.005 at $-0.8$ V.

The opposite limit is a strongly charged electrode. For negative $V$ and $f|\phi_2|\gg1$, replace $\sinh(f|\phi_2|/2)$ by $e^{f|\phi_2|/2}/2$:
\begin{equation}
f|\phi_2|\approx2\ln\frac{fC_H|V-\phi_2|}{C_{D0}}.
\end{equation}
At $V=-0.8$ V, inserting the tabulated $\phi_2$ on the right gives $2\ln[38.92(20)(0.6414)/22.85]=6.17$, or 158 mV, consistent with the full solution. The Frumkin factor becomes
\begin{equation}
e^{(\alpha-z)f\phi_2}\approx
\left(\frac{C_{D0}}{fC_H|V-\phi_2|}\right)^{2(\alpha-z)}.
\end{equation}
If $|V-\phi_2|$ did not change with salt, it would vary as $c_s^{\alpha-z}$ at fixed $V$. Differentiating \eqref{balance} with respect to $\ln c_s$ gives the local power $(\alpha-z)(1-g)\tanh(f|\phi_2|/2)$. It approaches $\alpha-z$, which is 2.5 for the dianion, only when $C_D\gg C_H$ as well, that is at large electrode charge; dilution at fixed $V$ does not lead to it. At $V=-0.8$ V and 10 mM, $g=0.074$ and the local power is 2.3; at $V=-0.3$ V it is 1.9. An inert salt can thus change the rate strongly by screening alone.

\textbf{Q.} How do I recover the true $\alpha$ from such data?

\textbf{A.} Move the concentration term in \eqref{frumkin} to the left:
\begin{equation}
\ln k_f+zf\phi_2=\ln k^0-\alpha f(E-\phi_2-E^{0\prime}).
\end{equation}
Plot the left side against $E-\phi_2$; the slope is $-\alpha f$. Rate constants from a numerical transport calculation at three potentials gave $\alpha=0.500$. Since that calculation assumed the local law \eqref{localc}, this tests the transport and electrostatic corrections, not the constancy of $\alpha$ in a real reaction.

\section{When the reactant is not in equilibrium}

\textbf{Q.} You still owe me the flux. An anion must climb a repulsive potential to reach the electrode, and that could limit the rate.

\textbf{A.} Consider steady reduction without back reaction. The Nernst--Planck flux toward the electrode is
\begin{equation}
J=D(c'+zfc\phi')=De^{-zf\phi}\frac{d}{dx}\left(ce^{zf\phi}\right).
\end{equation}
In steady state $J$ is constant. Multiply by $e^{zf\phi}/D$ and integrate from the OHP to a distance $L$ where $\phi$ is negligible and $c=c_{\rm O}$:
\begin{equation}
c_{\rm O}-c_{\rm O,2}e^{zf\phi_2}=\frac JD\int_0^Le^{zf\phi}dx.
\end{equation}
At the OHP $J=k_{c,2}c_{\rm O,2}$, while $k_f=k_{c,2}e^{-zf\phi_2}$. The second term on the left is therefore $J/k_f$. With $k_{\rm obs}=J/c_{\rm O}$,
\begin{equation}
\frac1{k_{\rm obs}}=\frac1{k_f}+\frac LD+\frac{\ell}{D},\qquad
\ell=\int_0^L(e^{zf\phi}-1)dx.
\label{series}
\end{equation}
The term $L/D$ is ordinary diffusion, which is present without a double layer. As long as the back reaction is negligible, \eqref{frumkin} gives the observed constant when $k_f(L+\ell)/D\ll1$. The double layer contributes $k_f\ell/D$ to this sum. For a strongly repelled ion, $\ell$ far exceeds the thickness of the layer, and $k_f\ell/D$ measures the departure from Frumkin's equilibrium.

\textbf{Q.} The layer is 3 nm thick. Surely $\ell$ is a few nanometres?

\textbf{A.} Not for a repelled dianion. At $V=-0.30$ V the integrand reaches $e^{2(3.882)}\approx2350$ at the OHP, and $\ell=720$ nm. With $D=1.0\times10^{-5}\ \mathrm{cm^2/s}$,
\begin{equation}
\frac{k_f\ell}{D}=\frac{(2.99\times10^{-6})(7.20\times10^{-5})}{1.0\times10^{-5}}
=2.2\times10^{-5},
\end{equation}
with lengths in cm. Equilibrium is an excellent approximation here. If $k^0$ is made $10^5$ times larger, this ratio becomes 2.15. With $L$ equal to 20 Debye lengths, or 61 nm, ordinary diffusion adds 0.18, and \eqref{series} predicts $k_{\rm obs}/k_f=1/(1+2.15+0.18)=0.30$. Direct integration of the transport equation through the computed potential profile also gave 0.30. For so fast a reaction \eqref{frumkin} alone overestimates the rate. This case, $k^0=100$ cm/s with $L=61$ nm, is chosen to isolate the double-layer term. With a diffusion layer of 10 $\mu$m, as in a stirred solution, $k_fL/D\approx30$ and $k_{\rm obs}/k_f=0.03$, so ordinary diffusion dominates the loss.

\textbf{Q.} Suppose my reaction is slow. What else could spoil the correction?

\textbf{A.} The value of $\phi_2$ is the first suspect. At $V=-0.8$ V the model gives a counterion concentration at the OHP of $(10\ \mathrm{mM})e^{6.17}$, nearly 5 M, where point ions and ideal activities are doubtful. Specific adsorption adds charge that is absent from \eqref{balance}, and $C_H$ may vary with potential.

The reaction site is the second. If it lies at another plane with potential $\phi_r$, the argument leading to \eqref{frumkin} holds with $\phi_r$ in place of $\phi_2$, but the $\phi_2$ found from \eqref{balance} is then not the needed value. Finally, if $\alpha$ itself depends on the local driving force, the corrected plot is curved. A curved plot therefore does not by itself show which assumption failed. Nor does a straight plot confirm them: in the example, a reaction site 0.1 nm beyond the OHP, analysed with $\phi_2$ over $-0.5\le V\le-0.1$ V, gives a line straight to 0.01 in $\ln k_f$ with an apparent $\alpha$ of 0.56 instead of 0.50.

\section*{Computed results}
\begin{verbatim}
temperature = 298.15 K; F/RT = 38.9217 1/V
relative permittivity = 78.5
electrolyte = 10.0 mM; z = -2; alpha = 0.50
Helmholtz capacitance = 20.0 uF/cm^2
true k0 = 1.000e-03 cm/s; D = 1.0e-05 cm^2/s
E0' - E_pzc = -0.100 V
Debye length = 3.042 nm
diffuse capacitance at pzc = 22.85 uF/cm^2
At E = E0':
  phi2 = -43.75 mV; f*phi2 = -1.7030
  metal charge = -1.125 uC/cm^2
  E - phi2 - E0' = 43.75 mV
  concentration factor = 0.03318
  cathodic driving factor = 0.42678
  Frumkin factor = 0.01416
  apparent k0 = 1.4159e-05 cm/s
Other charges at this phi2: z, conc., driving, product
  -2  0.0332  0.4268  0.0142
  -1  0.1821  0.4268  0.0777
  +0  1.0000  0.4268  0.4268
  +1  5.4901  0.4268  2.3431
  +2  30.1417  0.4268  12.8640
V/V, phi2/mV, dphi2/dE, factor, k_f/(cm/s), alpha_app
  0.0 0.00 0.4668 1.000e+00 1.428e-04 -0.6669
  -0.1 -43.75 0.3873 1.416e-02 1.416e-05 -0.4682
  -0.2 -76.51 0.2732 5.843e-04 4.091e-06 -0.1829
  -0.3 -99.74 0.1976 6.095e-05 2.988e-06 0.0060
  -0.4 -116.99 0.1509 1.138e-05 3.905e-06 0.1226
  -0.5 -130.47 0.1208 3.064e-06 7.363e-06 0.1981
  -0.8 -158.60 0.0739 1.986e-07 1.637e-04 0.3153
cosh(f*phi2/2) at extrema = 3.5014
minimum: V = -0.2959 V; phi2 = -98.93 mV
minimum k_f = 2.986e-06 cm/s
maximum: V = 0.2959 V
critical electrolyte concentration = 122.6 mM
alpha from corrected Tafel plot = 0.49997
Transport check at V = -0.30 V:
  excess length = 719.9 nm
  k_f * excess length / D = 2.15e-05
  k0 multiplied by 1e+05 for fast test
  fast observed/Frumkin ratio = 0.3001
\end{verbatim}
